# Why Area-Selective Deposition Loses Selectivity: Growing Nuclei, Closing Films, Sealed Vias

A via in a dielectric is to be filled with molybdenum from its metal floor upwards. The chemistry is chosen so that metal grows on metal and leaves the dielectric bare. For the first tens of cycles a thickness measurement on a blanket dielectric finds almost nothing. Later it finds metal, and the amount rises steeply. It is natural to say that the dielectric had an incubation period, after which unwanted nuclei coalesced and selectivity was lost. Is there such a period, what does coalescence contribute, and what does the blanket measurement say about the via?

A model with two nucleation parameters answers these questions. It has no incubation time built into it, so any delay that appears must come from the growth law.

## Nuclei on a surface that should stay bare

Let the wanted film grow by $G$ per cycle from the first cycle. After $n$ cycles its thickness is $h=Gn$, which will serve as the clock. On the dielectric, nuclei sit at random and independent places. A density $N_0$ is present at the start, for example at surface defects, and $J$ further nuclei per unit area arrive in each cycle on ground that is still bare. During a growth step $dh'$ the new density is
$$J\,dn=\frac{J}{G}\,dh'=k\,dh',\qquad k=\frac JG .$$

Assume that every metal surface, on a nucleus or on the wanted film, advances along its own normal by $G$ per cycle. This describes a conformal process with ample precursor. A nucleus born at $h'$ with negligible size is then a hemisphere of radius $r=h-h'$.

Nuclei cannot be born on ground already covered, which seems to spoil the independence. It does not, because adding fictitious births on covered ground changes nothing. Suppose a fictitious nucleus appears at $h'$ at a distance $\rho$ from the centre of an older one born at $h_0$. Its site is covered, so $\rho\le h'-h_0$. At a later $h$, each of its points lies within $h-h'$ of its own centre, hence within
$$\rho+(h-h')\le h-h_0$$
of the older centre. The fictitious hemisphere stays inside the older one. If the older one is fictitious too, the argument is repeated until a real nucleus is reached. All births may therefore be counted as a Poisson process over the whole area.

Now choose a point of the substrate and a height $z$ above it. A hemisphere of radius $r$ reaches that height there if its centre lies within a horizontal distance $\sqrt{r^2-z^2}$. The mean number of such nuclei is
$$E(z)=\pi N_0(h^2-z^2)+\pi k\int_z^h(r^2-z^2)\,dr ,$$
where $r=h-h'$ has replaced the birth time. The integral is
$$\frac{h^3-z^3}{3}-z^2(h-z)=\frac{h^3-3hz^2+2z^3}{3}=\frac{(h-z)^2(h+2z)}{3}.$$
Thus
$$E(z)=\pi N_0(h^2-z^2)+\frac{\pi k}{3}(h-z)^2(h+2z).$$

The Poisson probability of finding none of these nuclei is $e^{-E}$. At $z=0$ this gives the covered fraction of the dielectric,
$$\theta=1-\exp\left(-\pi N_0h^2-\frac{\pi k h^3}{3}\right).$$
The mean thickness is the integral over height of the probability that metal reaches that height:
$$V=\int_0^h\left(1-e^{-E(z)}\right)dz .$$
Selectivity is defined here by thickness,
$$S=\frac{h-V}{h+V},\qquad\text{so that}\qquad \frac Vh=\frac{1-S}{1+S}.$$

The example takes $G=0.1$ nm per cycle, $N_0=10^9\ \mathrm{cm^{-2}}=10^{-5}\ \mathrm{nm^{-2}}$ and $J=10^7\ \mathrm{cm^{-2}}$ per cycle, which makes $k=10^{-6}\ \mathrm{nm^{-3}}$. A simulation with these values placed nuclei on bare ground alone, in 20 periodic squares of side 3000 nm. At $h=100$ nm it gave a coverage of 0.743 and a mean thickness of 46.6 nm; the formulas give 0.744 and 46.7 nm.

## Growth, not coalescence, spoils selectivity

While $E\ll1$, the factor $1-e^{-E}$ may be replaced by $E$. The two integrals needed are
$$\int_0^h(h^2-z^2)\,dz=\frac{2h^3}{3},$$
$$\int_0^h(h^3-3hz^2+2z^3)\,dz=h^4-h^4+\frac{h^4}{2}=\frac{h^4}{2},$$
and therefore
$$V\simeq\frac{2\pi}{3}N_0h^3+\frac{\pi}{6}kh^4 .$$
The first term is the number of initial nuclei times the volume of a hemisphere. The second has one more power of $h$ because the number of nuclei rises as well.

Since $1-e^{-E}\le E$, this sum over isolated hemispheres is an upper bound on $V$. For given nucleation and growth rates, coalescence reduces the unwanted volume, because overlapping hemispheres share space.

Take $S=0.9$ as the limit of acceptable selectivity. Then $V/h=0.1/1.9=0.0526$. The full model reaches this value at $h=36.8$ nm, after 368 cycles. At that point the isolated sum is
$$\frac{2\pi}{3}(10^{-5})(36.8)^3+\frac{\pi}{6}(10^{-6})(36.8)^4\simeq1.04+0.96=2.0\ \mathrm{nm}.$$
The full integral gives 1.94 nm, so the isolated sum is 3.6% above the true value. Just 9% of the dielectric is covered. Selectivity has reached its limit through nuclei that are still mostly separate.

The growth of the nuclei, and not their number alone, is responsible. If the same number were present but each kept a radius of about 0.6 nm, a critical size estimated below, $V/h$ would be below $10^{-6}$, roughly a hundred thousand times smaller than the limit.

The dilute law also shows what a cleaner surface buys. With initial nuclei alone, and with steady nucleation alone, the limit $y=V/h$ is reached at
$$h_*=\left(\frac{3y}{2\pi N_0}\right)^{1/2}\quad\text{and}\quad h_*=\left(\frac{6y}{\pi k}\right)^{1/3}.$$
These are 50.1 nm and 46.5 nm here. Both sources acting together reach the limit sooner, at 36.8 nm.

Suppose that both densities are divided by ten and that $h_*$ grows by a factor $\lambda$. The dilute condition has the form $Ah^2+Bh^3=y$. After the change it requires
$$A\lambda^2h^2+B\lambda^3h^3=10y=10(Ah^2+Bh^3).$$
The number 10 is thus a weighted mean of $\lambda^2$ and $\lambda^3$, so $\lambda$ lies between $10^{1/3}\simeq2.2$ and $10^{1/2}\simeq3.2$. The full model gives 2.44. A tenfold reduction in nuclei does not give ten times the useful thickness.

## A delay without an incubation time

In this model $V$ is positive as soon as $h$ is. The rise looks delayed because a third or fourth power is small for a long time on a linear plot. The length of the delay then depends on how it is read.

An instrument that detects a mean thickness of 0.01 nm sees metal after 74 cycles. One that needs 0.1 nm sees it after 152 cycles. The ratio is about two for a tenfold change in detection limit, as expected when $V$ grows between $h^3$ and $h^4$. A third reading draws the tangent at the steepest point of $V(h)$ and extends it back to zero. This gives 654 cycles. By that measure the dielectric would still be in its incubation period long after $S$ had fallen below 0.9 at cycle 368.

The tangent deserves a closer look, since it involves a growth rate larger than that of the wanted film. The case of initial nuclei alone can be solved. Put $a=\sqrt{\pi N_0}$ and $x=ah$. With $k=0$,
$$V=h-\int_0^he^{-a^2(h^2-z^2)}dz=h-\frac{D(x)}{a},$$
$$D(x)=e^{-x^2}\int_0^xe^{t^2}dt ,$$
where $t=az$ and $D$ is the Dawson function. Differentiating the product in $D$ gives $D'=1-2xD$, and hence
$$\frac{dV}{dh}=1-D'(x)=2xD(x).$$

For small $x$, insert $D=x+bx^3+cx^5$ into $D'=1-2xD$. Equal powers give $3b=-2$ and $5c=-2b$, so $b=-2/3$ and $c=4/15$. Then
$$V\simeq\frac1a\left(\frac{2x^3}{3}-\frac{4x^5}{15}\right)=\frac{2\pi}{3}N_0h^3\left(1-\frac25x^2\right).$$
The first factor is the isolated sum, and the bracket is the first effect of overlap.

For large $x$, try $D=c_1/x+c_3/x^3$ in the same equation. The constant terms give $c_1=1/2$, and the terms in $1/x^2$ give $-c_1=-2c_3$, or $c_3=1/4$. Therefore
$$\frac{dV}{dh}\simeq1+\frac{1}{2x^2},$$
which approaches one from above. At late times the unwanted film grows faster than the wanted one, by an excess that dies away.

The reason is geometrical. During a step $dh$ each element of metal surface adds its own area times $dh$ to the volume, and newborn nuclei add nothing because they start with zero size. So $dV/dh$ equals the metal surface area per unit area of substrate. A film of merging domes can have more surface than a flat film. In the simulation at $h=100$ nm, with both sources active, the surface area was 1.23 per unit area, and $dV/dh$ from the formula is also 1.23, although a quarter of the substrate was still bare. The largest value, 1.33, occurs at $h=122$ nm.

## What a true delay would leave behind

The late film offers a way to tell an apparent delay from a real one. The thickness missing relative to the wanted film is
$$h-V=\int_0^he^{-E}dz .$$
For large $h$ the integral comes from heights just below $h$. With $u=h-z$ the exponent is
$$E=\pi N_0u(2h-u)+\frac{\pi k}{3}u^2(3h-2u)\simeq2\pi N_0hu+\pi khu^2 .$$
If initial nuclei act alone, the exponential integral gives
$$h-V\to\frac{1}{2\pi N_0h}.$$
If steady nucleation acts alone, half a Gaussian integral gives
$$h-V\to\frac12\sqrt{\frac{\pi}{\pi kh}}=\frac{1}{2\sqrt{kh}} .$$
Both vanish as $h$ grows. The valleys between the domes fill, and the film catches up.

Now let an inhibitor block all nucleation until the wanted film has thickness $h_i$, after which the model starts as before. The unwanted thickness is $V(h-h_i)$, and the missing thickness is
$$h-V(h-h_i)=h_i+\left[(h-h_i)-V(h-h_i)\right].$$
The bracket vanishes at late times, while $h_i$ remains. A delay during which no nuclei form at all is a lasting offset. If some do form, they go on spreading and the offset fades, but very slowly: if a tenth of $N_0$ is present from the start of a 10 nm delay, about 9.2 nm of offset remain at $h=1000$ nm. A leaky inhibitor and a complete one look alike on any practical film.

In the example without delay, 46.7 nm are missing at the steepest point and 9.3 nm at $h=1000$ nm. With a true delay of 100 cycles, or 10 nm, 19.4 nm are missing at $h=1000$ nm. The difference is the delay, apart from a small remainder because the bracket is taken 10 nm earlier. One such value does not reveal a delay unless $N_0$ and $J$ are known: with no delay and both densities multiplied by 0.35, 19.4 nm are missing at 1000 nm as well. The trend tells the two apart, with 14.0 nm against 9.0 nm missing at $h=3000$ nm.

This diagnosis is demanding. It needs a film much thicker than a via fill, and it relies on equal growth speeds on both surfaces. A speed difference of 1% would itself produce 10 nm over 1000 nm and could imitate the delay.

## One nucleus can seal a via

The blanket film describes an average over many nuclei. A via may fail because of a single one. Consider an isolated cylindrical via of diameter $d$ and depth $H$, with $L=H-d>0$. Its walls and the surrounding top surface are dielectric with the same $N_0$ and $k$. Metal rises from the floor as a flat front at height $h$.

A nucleus is born at $h'$ on the wall, at height $s$ above the floor. At its own level the farthest point of the via is on the opposite wall, at distance $d$. The nucleus closes the cross-section when $h-h'=d$, at which time the front stands at $h'+d$. If
$$s>h'+d,$$
the front has not yet arrived. Points on the opposite wall just below height $s$ are farther than $d$ from the nucleus, so they are bare and now cut off from the gas. A void remains.

If $s\le h'+d$, this nucleus leaves no void. Until the front reaches $s$, the radius does not exceed $d$, and gas can pass along the opposite wall. Once the front is above $s$, moving upwards from any bare point leads away from the nucleus, so the path to the mouth is open.

A nucleus on the top dielectric can do the same to the mouth. If it lies at a distance $q$ from the rim, the farthest point of the mouth is at $q+d$. It seals the via above unfilled space if $h'+q+d<H$. Otherwise it leaves no void: its metal enters over the rim, every point of the wall below the far point of the mouth is at least $q+d$ away, and gas can pass down that wall until the front arrives. With the label $\sigma=s$ for wall nuclei and $\sigma=H-q$ for top nuclei, both conditions read $\sigma>h'+d$.

Fictitious births remain harmless. Between two sites, $\sigma$ changes by no more than the length of the shortest gas path joining them. If a fictitious sealing nucleus lands on metal from an older nucleus born at $h_0$, then
$$\sigma_0\ge\sigma-(h'-h_0)>h_0+d,$$
so the older one is a sealing nucleus as well. Poisson counting again applies, provided that births in space which several nuclei have already sealed together are counted too, although no gas reaches them.

On the wall, births at $h'$ are dangerous over a height $L-h'$, which gives the mean number
$$\Lambda_{\rm wall}=\pi d\left[N_0L+k\int_0^L(L-h')\,dh'\right]=\pi d\left[N_0L+\frac{kL^2}{2}\right].$$
On the top surface a ring at distance $q$ has area $2\pi(d/2+q)\,dq$, and births there are dangerous while $h'<L-q$:
$$\Lambda_{\rm top}=2\pi\int_0^L\left(\frac d2+q\right)\left[N_0+k(L-q)\right]dq$$
$$=\pi N_0(dL+L^2)+\pi k\left(\frac{dL^2}{2}+\frac{L^3}{3}\right).$$
The sum is
$$\Lambda=\pi N_0(2dL+L^2)+\pi k\left(dL^2+\frac{L^3}{3}\right),$$
and the chance of at least one sealing nucleus is $1-e^{-\Lambda}$.

For a via barely deeper than it is wide, $L\ll d$, wall and top contribute equally at leading order. For $L\gg d$ the top surface dominates, and $\Lambda\to\pi N_0L^2+\pi kL^3/3$. This is the exponent of the blanket coverage at thickness $L$: a narrow mouth is then hardly more than a point waiting to be covered.

Take $d=16$ nm and $H=40$ nm, so $L=24$ nm. Then
$$\Lambda_{\rm wall}=\pi(16)\left[2.4\times10^{-4}+2.88\times10^{-4}\right]=0.0265,$$
$$\Lambda_{\rm top}=\pi(960)(10^{-5})+\pi(9216)(10^{-6})=0.0591 .$$
Together $\Lambda=0.0857$, and the chance of at least one sealing nucleus is 8.2%. At the same $h=40$ nm the blanket film has $S=0.88$ and a coverage of 11%. More than two thirds of the sealing nuclei lie outside the via, on the top dielectric.

The true void probability differs somewhat, because several nuclei may seal a via jointly, or one may fill another's void. It can be bounded. Nuclei that can touch the space of the via before $h=H$ satisfy $\sigma>h'$. Their mean number $\Lambda_t$ is the expression for $\Lambda$ with $L$ replaced by $H$, since the condition has lost its $d$. A void is certain if there is exactly one such nucleus and it is a sealing one, which has probability $\Lambda e^{-\Lambda_t}$. A void is impossible if there is none, or one that does not seal. All remaining cases have two or more. Hence
$$\Lambda e^{-\Lambda_t}\le P_{\rm void}\le\Lambda e^{-\Lambda_t}+1-(1+\Lambda_t)e^{-\Lambda_t}.$$
For the example the bounds are 6.75% and 9.17%.

When nuclei are very rare, the cases with two or more are of second order, and $P_{\rm void}\simeq\Lambda$ is proportional to the densities. One void in $10^9$ vias would then require, with the ratio of $J$ to $N_0$ held fixed, $N_0\simeq12\ \mathrm{cm^{-2}}$ and $J\simeq0.12\ \mathrm{cm^{-2}}$ per cycle. That is about eight orders of magnitude below the values of the example. Within this model, periodic etching that spares the wanted metal can relax this demand. The timing matters, because a wall nucleus joins the rising front at radius $(s-h')/2$ and is then part of the metal that the etch spares. In the example about four fifths of the sealing nuclei on the wall join the front before their radius reaches $d$, so waiting that long is not safe. A sealing nucleus has $\sigma-h'>d$ and cannot join the front before its radius exceeds $d/2$. An etch that removes every separate nucleus before its radius reaches $d/2$ therefore removes all nuclei that could seal the via alone. Nuclei born close above the front may still join it and survive, and neighbouring nuclei may still close off a small pocket at the wall.

## How far the numbers can be trusted

The growth per cycle and the nucleus densities are rough values for selective molybdenum deposition; the densities can vary by orders of magnitude with precursor, dielectric and cleaning. The via size is of the order used in advanced wiring. The assumed temperature of 900 K suits hot halide-type chemistries but is well above the roughly 700 K that finished wiring levels usually tolerate. It enters here through the curvature estimate alone; in a real process $G$, $N_0$ and $J$ would change with it. Real vias also stand in arrays, where neighbouring openings remove part of the top dielectric and one nucleus may seal several vias.

The zero starting size can be examined. Curvature raises the energy per atom by $2\gamma\Omega/r$, where $\gamma$ is the surface energy and $\Omega$ the atomic volume. With a driving energy $\Delta\mu$ per atom, a nucleus grows if its radius exceeds $r_c=2\gamma\Omega/\Delta\mu$. Rough values for molybdenum, $\gamma=3\ \mathrm{J/m^2}$ and a lattice constant of 0.315 nm with two atoms per cubic cell, and an assumed $\Delta\mu=1$ eV give $r_c\simeq0.6$ nm. If the reverse reaction obeys detailed balance, the net speed is reduced by the factor
$$1-\exp\left[-\frac{\Delta\mu}{k_BT}\left(1-\frac{r_c}{r}\right)\right],$$
which reaches 99% at $r\simeq0.9$ nm. Curvature thus matters for the birth of nuclei, whose rate is already contained in $J$, and little for their later growth. Starting every nucleus at $r_c$ moves the $S=0.9$ limit from 36.8 to 36.0 nm.

Two other departures matter more. If the inhibitor degrades so that $J$ rises linearly and doubles after 200 cycles, the limit falls to 34.7 nm. If nuclei collect precursor from the bare dielectric around them and grow 20% faster than the wanted film, it falls to 29.4 nm, a loss of one fifth. The last effect is large because the volume of a nucleus goes as the cube of its radius: while nuclei are isolated, a speed 20% higher multiplies the unwanted volume at given $h$ by $1.2^3\simeq1.7$. The values behind this section and the earlier ones are listed in the numerical output below.

## Computed results

```
Growth per cycle (rough): 0.1 nm
Initial nuclei N0 (rough): 1e+09 cm^-2
New nuclei J per cycle (rough): 1e+07 cm^-2
K = J/G: 1e-06 nm^-3
Simulation: film thickness h: 100 nm
  coverage simulated, formula: 0.7428, 0.7437
  mean thickness simulated, formula: 46.55, 46.74 nm
  surface area per area, dV/dh: 1.228, 1.225
Selectivity limit S: 0.9
V/h at the limit: 0.05263
h at the limit: 36.82 nm
Cycles to the limit: 368 cycles
h at limit, initial nuclei only, dilute: 50.13 nm
h at limit, steady nucleation only, dilute: 46.5 nm
h at limit, N0 and J ten times lower: 89.7 nm
Gain from ten times fewer nuclei: 2.436 times
Mean unwanted thickness at limit: 1.938 nm
Footprint coverage at limit: 0.09051
Isolated-nuclei sum over true V at limit: 1.0362
V/h at limit if nuclei did not grow: 5.34e-07
Cycles until V = 0.01 nm: 74 cycles
Cycles until V = 0.1 nm: 152 cycles
Largest dV/dh: 1.329
h at largest dV/dh: 122.3 nm
Apparent incubation from steepest tangent: 654 cycles
Missing thickness at steepest point: 46.68 nm
Missing thickness at h = 1000 nm: 9.318 nm
Same with a true delay of 100 cycles: 19.39 nm
Via diameter: 16 nm
Via depth: 40 nm
Blanket selectivity at h = via depth: 0.8794
Blanket coverage at h = via depth: 0.1107
Mean sealing nuclei per via: 0.08565
  of these on the via wall: 0.02654
  of these on the top dielectric: 0.05911
Mean sealing nuclei from sampled geometry: 0.08624
Chance of at least one sealing nucleus: 8.21 %
Bounds on void probability: 6.75 to 9.17 %
N0 allowed for 1e-9 voids per via: 11.7 cm^-2
J allowed per cycle at the same time: 0.117 cm^-2
Deposition temperature (rough): 900 K
Surface energy (rough): 3 J/m2
Lattice constant of Mo (rough): 0.315 nm
Driving energy per atom (assumed): 1 eV
Critical nucleus radius: 0.585 nm
Radius where growth reaches 99 % speed: 0.910 nm
h at limit, nuclei born at critical radius: 35.99 nm
h at limit, nuclei growing 20 % faster: 29.38 nm
h at limit, J doubling after 200 cycles: 34.68 nm
```
